# Si-O-Si angles in planar three- and four-silicon siloxane rings

## Problem

A siloxane ring with $n$ silicon atoms is a closed chain in which Si and O alternate, so it has $2n$ atoms and $2n$ bonds. Each silicon is also bonded to two oxygens outside the ring. Suppose that the four bonds at every silicon point to the corners of a regular tetrahedron, and that the ring atoms lie in one plane.

(a) Find the Si-O-Si angle for $n=3$ and $n=4$.

(b) Decide whether planarity and ideal tetrahedra fix each Si-O-Si angle separately or only their mean.

(c) Decide whether puckering, with the tetrahedra kept ideal, can bring the mean Si-O-Si angle to $145^\circ$.

The planar ring is taken to be convex: it does not cross itself, and no interior angle exceeds $180^\circ$. Angles are in degrees and lengths in bohr. Where a length is needed, the Si-O bond is given the round model value $d=3$ bohr.

## First estimate by scaling

Walk once around a convex ring. At an atom with interior angle $\beta$ the direction of travel turns by $180^\circ-\beta$. After one circuit the direction has turned by $360^\circ$ in total, whatever the size of the ring. The turning available to each Si-O unit therefore scales as $1/n$:

$$
\text{turning per Si-O unit}=\frac{360^\circ}{n}.
$$

The crudest assumption is that silicon and oxygen share this equally, each turning the path by $180^\circ/n$. The estimated Si-O-Si angle is then

$$
\theta_n^{\rm est}=180^\circ-\frac{180^\circ}{n},
$$

which gives $120^\circ$ for $n=3$ and $135^\circ$ for $n=4$. These are the angles of a regular hexagon and a regular octagon. The estimate has the right trend, since larger rings have wider angles, but it ignores the fact that silicon has a prescribed angle of its own.

## Exact solution

**The tetrahedral angle.** Let $\mathbf u_1,\dots,\mathbf u_4$ be unit vectors along the four bonds of a silicon atom. By symmetry their sum vanishes, and all six pairs have the same scalar product $c=\cos\alpha$. Squaring the sum gives four terms equal to 1 and twelve ordered cross terms equal to $c$:

$$
0=\Big|\sum_i\mathbf u_i\Big|^2=4+12c
\quad\Rightarrow\quad
c=-\frac13,\qquad \alpha=\arccos\!\left(-\tfrac13\right)=109.47^\circ .
$$

**The angle sum.** Diagonals drawn from one vertex of a convex $2n$-gon cut it into $2n-2$ triangles. Their angles together make up the interior angles of the polygon, so these add up to $(2n-2)\,180^\circ$. Of the interior angles, $n$ belong to silicon and equal $\alpha$. The other $n$ are the Si-O-Si angles $\theta_1,\dots,\theta_n$. Hence

$$
n\alpha+\sum_{i=1}^n\theta_i=(2n-2)\,180^\circ .
$$

Subtracting $n\alpha$ and dividing by $n$ gives the mean angle

$$
\theta_n\equiv\frac1n\sum_{i=1}^n\theta_i
=360^\circ\left(1-\frac1n\right)-\alpha .
$$

For the two rings in question,

$$
\theta_3=240^\circ-109.47^\circ=130.53^\circ\;(2.278\ \text{rad}),
$$

$$
\theta_4=270^\circ-109.47^\circ=160.53^\circ\;(2.802\ \text{rad}).
$$

No bond length has entered. If all oxygens in the ring are equivalent by symmetry, every Si-O-Si angle equals this mean, which answers (a).

**Are the angles separately fixed?** Let all Si-O bonds have the same length $d$. Two oxygens bonded to the same silicon form an isosceles triangle with it. Halving this triangle gives their distance,

$$
\ell=2d\sin\frac{\alpha}{2},
$$

and each of its two base angles is $(180^\circ-\alpha)/2$. Because the ring is convex, these triangles lie outside the polygon formed by the oxygens alone. The Si-O-Si angle at an oxygen is therefore the angle of the oxygen polygon plus two base angles, that is, plus $180^\circ-\alpha$.

For $n=3$ the oxygen polygon has three equal sides $\ell$. It is an equilateral triangle, and each Si-O-Si angle is

$$
60^\circ+180^\circ-\alpha=240^\circ-\alpha=130.53^\circ .
$$

Equal bonds thus fix all three angles, with no symmetry assumed in advance.

For $n=4$ the oxygen polygon has four equal sides, which makes it a rhombus but not necessarily a square. If its angles are $\phi$ and $180^\circ-\phi$, the Si-O-Si angles alternate around the ring between

$$
\theta_a=\phi+180^\circ-\alpha,
\qquad
\theta_b=(180^\circ-\phi)+180^\circ-\alpha=360^\circ-\phi-\alpha .
$$

Their mean is $(540^\circ-2\alpha)/2=270^\circ-\alpha$, as it must be, but the ring can shear without changing a bond length or an O-Si-O angle. For example, $\phi=79.47^\circ$ gives

$$
\theta_a=79.47^\circ+180^\circ-109.47^\circ=150.00^\circ,
$$

$$
\theta_b=360^\circ-79.47^\circ-109.47^\circ=171.06^\circ .
$$

The shear ends, within the convex rings, when one pair of opposite oxygens becomes straight. The other pair then has the angle $2\times160.53^\circ-180^\circ=141.06^\circ$. A single value of $160.53^\circ$ therefore requires a square of oxygens, $\phi=90^\circ$.

Unequal bonds can remove the equality in the three-ring as well. Take the bond lengths 2.91, 3.09, 3.00, 3.06, 2.94 and 3.00 bohr in order around the ring, starting from an oxygen. Solving numerically for planar coordinates with these lengths and with O-Si-O angles $\alpha$ gives Si-O-Si angles of $132.33^\circ$, $128.72^\circ$ and $130.54^\circ$. Their mean is still $130.53^\circ$. The answer to (b) is that planarity and ideal tetrahedra fix the mean; the separate angles need a further condition.

**The size of the symmetric rings.** When the oxygens form a regular $n$-gon of radius $R_{\rm O}$, neighbours are $2R_{\rm O}\sin(180^\circ/n)$ apart. Equating this to $\ell$, and treating the silicon polygon in the same way with $\theta_n$ in place of $\alpha$, gives

$$
R_{\rm O}=\frac{d\sin(\alpha/2)}{\sin(180^\circ/n)},
\qquad
R_{\rm Si}=\frac{d\sin(\theta_n/2)}{\sin(180^\circ/n)} .
$$

With $d=3$ bohr, the three-ring has $R_{\rm O}=2.83$ and $R_{\rm Si}=3.15$ bohr, and the four-ring has $R_{\rm O}=3.46$ and $R_{\rm Si}=4.18$ bohr. Silicon lies farther from the centre in both, because the ring bends more sharply at silicon than at oxygen.

**Puckered rings.** Let the ring leave the plane, and label its atoms $P_0,\dots,P_{2n-1}$. The triangles $P_0P_kP_{k+1}$ with $k=1,\dots,2n-2$ still number $2n-2$, and their angles still total $(2n-2)\,180^\circ$. They no longer lie in one plane. At each atom, the ring angle is the angle between the directions to its two neighbours. Where several triangles meet, their angles lead from one of these directions to the other through intermediate directions. Such a detour cannot be shorter than the direct angle, by the triangle inequality for arcs on a sphere. Each ring angle is thus at most the sum of the triangle angles at that atom, and

$$
n\alpha+\sum_{i=1}^n\theta_i\le(2n-2)\,180^\circ
\quad\Rightarrow\quad
\frac1n\sum_{i=1}^n\theta_i\le 360^\circ\left(1-\frac1n\right)-\alpha .
$$

The planar value is an upper bound on the mean for every ring with ideal tetrahedra.

The three-ring therefore cannot reach a mean of $145^\circ$, flat or puckered. The same inequality holds with $\alpha$ replaced by the mean O-Si-O angle $\bar\alpha$ inside the ring. To reach $145^\circ$, the tetrahedra would have to deform until $\bar\alpha\le240^\circ-145^\circ=95^\circ$.

The four-ring can reach the target, as an explicit construction shows. Put the four oxygens on a square in one plane and the four silicons on a square in a parallel plane at distance $h$, turned by $45^\circ$. The Si$\cdots$Si distance must correspond to $\theta=145^\circ$, so

$$
R_{\rm Si}=\frac{d\sin(72.5^\circ)}{\sin45^\circ}=4.0463\ \text{bohr},
$$

while $R_{\rm O}=3.4641$ bohr is unchanged, since it depends on $\alpha$ alone. A bond has a vertical part $h$ and a horizontal part given by the cosine rule:

$$
d^2=h^2+R_{\rm O}^2+R_{\rm Si}^2-2R_{\rm O}R_{\rm Si}\cos45^\circ .
$$

Solving for $h^2$ and inserting the numbers gives

$$
h^2=9-12.000-16.373+19.823=0.450\ \text{bohr}^2,
\qquad h=0.67\ \text{bohr}.
$$

Since $h^2$ is positive, the ring exists. The answer to (c) is no for the three-ring and yes for the four-ring. In the construction above, the two planes are less than a quarter of a bond length apart.

## Comparison of the estimate with the exact result

| $n$ | estimate | exact mean | exact minus estimate |
|---|---|---|---|
| 3 | $120^\circ$ | $130.53^\circ$ | $10.53^\circ$ |
| 4 | $135^\circ$ | $160.53^\circ$ | $25.53^\circ$ |

Relative to the exact angle, the estimate is low by 8% for the three-ring and by 16% for the four-ring. The difference follows from the two formulas:

$$
\theta_n-\theta_n^{\rm est}
=\left(360^\circ-\frac{360^\circ}{n}-\alpha\right)-\left(180^\circ-\frac{180^\circ}{n}\right)
=\theta_n^{\rm est}-\alpha .
$$

The estimate would be right if the equal-sharing angle happened to be tetrahedral. The hexagon angle of $120^\circ$ is fairly close to $109.47^\circ$, while the octagon angle of $135^\circ$ is not.

The turning angles show the cause. A rigid silicon takes $180^\circ-\alpha=70.53^\circ$ of turning in a ring of any size. What remains for each oxygen is, on average,

$$
180^\circ-\theta_n=\frac{360^\circ}{n}-70.53^\circ ,
$$

which is $49.47^\circ$ for $n=3$ and $19.47^\circ$ for $n=4$. Equal sharing would have given $60^\circ$ and $45^\circ$. The turning per Si-O unit does scale as $1/n$, but the whole change with ring size falls on the oxygens. Going from three to four silicons therefore opens the Si-O-Si angle by $30^\circ$, twice the estimated $15^\circ$.

The same expression shows where the planar solution ends. The turning left for oxygen is $1.47^\circ$ at $n=5$, an almost straight bridge, and $-10.53^\circ$ at $n=6$. A negative mean turning means that some oxygen must point into the ring, which contradicts convexity. Convex planar rings of ideal tetrahedra thus stop at five silicons.

These results are purely geometrical. For ideal tetrahedra, they fix the mean Si-O-Si angle of a convex planar ring and set an upper bound on the mean for a puckered one. The energy of a ring and its abundance in a glass also depend on the forces that resist bending at silicon and oxygen, which have not been used here.

Numerical values quoted here were computed with a short program.
